# Leading image correction for a doubly charged defect in a cubic cell

**Question**

I am working on an exercise about charged defects in an oxide. A defect of charge $+2e$ sits in a simple cubic supercell of side 10 Å, the dielectric constant is 9, and I am asked for the leading correction for the interaction with the periodic images.

I tried to add up the Coulomb energies of the defect with its images, but the sum of $1/R$ over a lattice diverges. I know that a uniform background of opposite charge is supposed to cure this, and that a constant $\alpha=2.837$ comes out, but I can't derive it. When I multiply the charge by the potential of everything else I get 1.82 eV, and I don't know whether that is the answer. I have three doubts:

1. Do I add or subtract the correction? Like charges repel, so I expected the periodic energy to be too high.
2. Why may I divide the whole energy by $\varepsilon$, when polarizing the medium also costs energy?
3. How good is the leading term in such a small cell?

**Answer**

Your 1.82 eV is the magnitude of charge times potential. With the zero of potential at its average over the cell, the energy per cell is half of this product. The product itself is negative, so the periodic energy is too low. The correction is half of 1.82 eV, and it is added to the supercell energy. The derivation below settles the three doubts in turn.

**Setting and conventions**

I use Gaussian units. The defect charge density is $e\,n(\mathbf r)$ with $\int n\,d^3r=q$, here $q=2$. It is localized well inside a cube of volume $V=L^3$ and repeated periodically. A uniform density $-qe/V$ makes each cell neutral. The medium responds linearly and isotropically, with one dielectric constant $\varepsilon$ at all wavelengths. The zero of the electrostatic potential is its average over the cell.

Let $\rho_{\mathbf G}=\int n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. The background changes the $\mathbf G=0$ component alone, and cancels it. In vacuum, Poisson's equation gives each other component of the potential as $4\pi e\rho_{\mathbf G}/(VG^2)$. Half of charge times potential is then

$$E_{\rm per}^{\rm vac}=\frac{e^2}{V}\sum_{\mathbf G\neq0}\frac{2\pi|\rho_{\mathbf G}|^2}{G^2}.$$

**Why the whole energy is divided by $\varepsilon$**

Let the medium acquire a polarization $\mathbf P$, which costs the energy $\int P^2/(2\chi)\,d^3r$ with $\chi=(\varepsilon-1)/4\pi$. The bound charge is $-\nabla\cdot\mathbf P$. Write its Fourier amplitude, in units of $e$, as $-x$. A polarization along $\mathbf G$ then has magnitude $|x|/G$; a transverse part would cost energy without producing charge, so it vanishes at the minimum. The energy of one wavevector, apart from the factor $e^2/V$, is

$$F(x)=\frac{2\pi|\rho-x|^2}{G^2}+\frac{|x|^2}{2\chi G^2}.$$

For a given $|x|$ the first term is smallest when $x$ has the phase of $\rho$, so both may be treated as real. Setting the derivative to zero,

$$-4\pi(\rho-x)+\frac{x}{\chi}=0
\quad\Rightarrow\quad
x=\frac{4\pi\chi}{1+4\pi\chi}\rho=\frac{\varepsilon-1}{\varepsilon}\rho .$$

Hence $\rho-x=\rho/\varepsilon$. With $1/(2\chi)=2\pi/(\varepsilon-1)$,

$$F_{\min}=\frac{2\pi\rho^2}{G^2}\left[\frac1{\varepsilon^2}+\frac{\varepsilon-1}{\varepsilon^2}\right]=\frac{2\pi\rho^2}{\varepsilon G^2}.$$

The field energy alone falls by $\varepsilon^2$, and the cost of polarization brings the total back to $1/\varepsilon$. For an isolated defect the sum over $\mathbf G$ becomes an integral, but each wavevector gives the same factor. The difference between the periodic and isolated energies is therefore also divided by $\varepsilon$.

**From the energy to a potential at the defect**

Let $\psi(\mathbf r)$ be the vacuum potential of a periodic array of unit point charges with its background, averaging to zero over the cell. The background contributes nothing to half of charge times potential, because it multiplies that zero average. What remains is the integral over the defect charge. Subtracting the isolated energy gives

$$E_{\rm per}-E_{\rm iso}=\frac{e^2}{2\varepsilon}\iint n(\mathbf r)\,n(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r',
\qquad w(\mathbf r)=\psi(\mathbf r)-\frac1r .$$

The function $w$ is the potential of the images and the background. It is finite at the origin, and by dimensions its value there is a pure number divided by $L$. Define $w(0)=-\alpha/L$. For a charge much smaller than the cell, $w$ may be replaced by $w(0)$, so

$$\Delta E\equiv E_{\rm iso}-E_{\rm per}=\frac{\alpha q^2e^2}{2\varepsilon L}\qquad\text{to leading order in }1/L .$$

The factor one half is the one missing from your estimate.

**Calculating $\alpha$**

Split each unit point charge into a Gaussian and the difference between the point and the Gaussian. Choose the Gaussian density proportional to $e^{-\kappa^2r^2/L^2}$, where $\kappa$ is a free dimensionless number. Its potential is $\mathrm{erf}(\kappa r/L)/r$, and its Fourier transform is $e^{-G^2L^2/4\kappa^2}$.

The difference is neutral and has the short-ranged potential $\mathrm{erfc}(\kappa r/L)/r$, which can be summed over lattice sites directly. This sum has a nonzero cell average, equal to the integral of one term over all space divided by $V$:

$$\frac{4\pi}{V}\int_0^\infty r\,\mathrm{erfc}\!\left(\frac{\kappa r}{L}\right)dr
=\frac{4\pi}{L^3}\,\frac{L^2}{\kappa^2}\,\frac14=\frac{\pi}{\kappa^2L}.$$

The factor $\tfrac14$ is $\int_0^\infty t\,\mathrm{erfc}(t)\,dt=\pi^{-1/2}\int_0^\infty t^2e^{-t^2}dt$, by parts. The average must be subtracted to respect the chosen zero. The Gaussians and the background are summed over $\mathbf G\neq0$, which has zero average already. Thus

$$\psi(\mathbf r)=\sum_{\mathbf R}\frac{\mathrm{erfc}(\kappa|\mathbf r-\mathbf R|/L)}{|\mathbf r-\mathbf R|}-\frac{\pi}{\kappa^2L}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2L^2/4\kappa^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

Now subtract $1/r$ and let $r\to0$. The term $\mathbf R=0$ becomes $-\mathrm{erf}(\kappa r/L)/r\to-2\kappa/(\sqrt\pi L)$. Put $\mathbf R=L\mathbf n$ and $\mathbf G=2\pi\mathbf m/L$ with integer vectors $\mathbf n,\mathbf m$. The prefactor of the last sum becomes $4\pi/(L^3G^2)=1/(\pi m^2L)$. Comparing with $w(0)=-\alpha/L$,

$$\alpha=\frac{2\kappa}{\sqrt\pi}+\frac{\pi}{\kappa^2}-\sum_{\mathbf n\neq0}\frac{\mathrm{erfc}(\kappa n)}{n}-\sum_{\mathbf m\neq0}\frac{e^{-\pi^2m^2/\kappa^2}}{\pi m^2}.$$

The splitting was arbitrary, so $\alpha$ cannot depend on $\kappa$. At $\kappa=\sqrt\pi$ the first two terms are $2+1$, and the rapidly convergent sums remove 0.1627, leaving $\alpha=2.8373$. The values $\kappa=1.5$ and $2.5$ give the same result.

**The sign, seen in real space**

There is a second way to tame your divergent sum, which also shows where the sign comes from. Give each point charge its own cube of background. Such a unit is neutral. Inversion symmetry removes its dipole and octupole, and cubic symmetry removes its quadrupole. Its potential therefore falls as $R^{-5}$, and the sum over cells converges absolutely.

This sum does not have zero average. Its average is $1/V$ times the integral over all space of the potential of one unit. That integral is the limit $G\to0$ of $4\pi\tilde\rho(\mathbf G)/G^2$, where $\tilde\rho$ is the transform of the density $\delta(\mathbf r)-1/V$ of one unit. Expanding the exponential to second order and using cubic symmetry, $\tilde\rho\approx-\tfrac16G^2M$, where

$$M=-\frac1V\int_{\rm cube}r^2d^3r=-3\,\frac{L^2}{12}=-\frac{L^2}{4}.$$

The average is therefore $-(2\pi/3V)M=\pi/(6L)$, which must be subtracted. In units of $1/L$, the potential at the charge, without its own $1/r$, has three parts:

- its own background cube: $-2.3801$;
- all other neutral cubes: $+0.0664$;
- restoring zero average: $-0.5236$.

They add up to $-2.8373$, in agreement with the first method. The images do repel the defect, but in this grouping each is almost hidden by its own background. The largest term in the potential comes from the background in the defect's own cell, which attracts it. The total is negative, and the energy per cell is half of charge times this zero-average potential. In the cubic cell the periodic energy is therefore too low, and the correction is added. Since $q$ enters squared, this holds for negative defects as well.

**The number**

With $e^2=14.3996$ eV Å,

$$\frac{q^2e^2}{\varepsilon L}=\frac{4\times14.3996}{9\times10}\ \text{eV}=0.6400\ \text{eV},$$

$$\Delta E=\frac{2.8373}{2}\times0.6400\ \text{eV}=0.908\ \text{eV}\approx0.91\ \text{eV},$$

or $1.45\times10^{-19}$ J. Without the one half you get your 1.82 eV. For charge one the correction is 0.227 eV, a quarter as large.

Waiting for the error to disappear in a larger cell is expensive, because it falls only as $1/L$. To bring the leading term down to 0.1 eV, the side would have to be $10\times0.908/0.1\approx91$ Å, which means about 750 times the volume.

The correction also moves the thermodynamic level. At Fermi energy $E_F$, measured from a fixed band edge, the formation energy of charge state $q$ contains $E_q+qE_F$. Equality between charge states 2 and 0 gives $E_F=(E_0-E_2)/2$ plus terms that do not depend on the image correction. Raising $E_2$ by $\Delta E$ lowers the $(2+/0)$ level by $\Delta E/2=0.45$ eV. The neutral state, relaxed in its own geometry, has no correction of this kind. A neutral state held at the geometry of the charged one keeps the frozen ionic polarization and does need one.

**How good is the leading term?**

The next term follows from Poisson's equation for $w$. The point charge cancels between $\psi$ and $1/r$, leaving the background density $-1/V$ near the origin, so $\nabla^2w=4\pi/V$. Cubic symmetry makes the quadratic term isotropic, and $\nabla^2r^2=6$. Therefore

$$w(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi}{3L^3}r^2+h(\mathbf r),$$

where $h$ starts at fourth order and satisfies $\nabla^2h=0$ within the region free of image charges.

Take a Gaussian defect charge with standard deviation $\sigma$ along each axis. The separation $\mathbf r-\mathbf r'$ of two independent points drawn from it is again Gaussian, with mean square $2\times3\sigma^2=6\sigma^2$. A harmonic function averages over a sphere to its value at the centre, so $h$ contributes nothing, apart from exponentially small tails that reach the images. The double integral gives

$$E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2e^2}{2\varepsilon L}+\frac{2\pi q^2e^2\sigma^2}{\varepsilon L^3}.$$

For $\sigma=1$ Å and $L=10$ Å the second term is $2\pi\times4\times14.3996/(9\times1000)=0.040$ eV. Complete periodic energies, each found by minimizing over the polarization, can be compared with the isolated energy of 1.8054 eV in the same medium:

| $L$ (Å) | periodic energy (eV) | error before (eV) | error after (eV) |
|---|---|---|---|
| 10 | 0.9377 | −0.8677 | 0.0402 |
| 15 | 1.2120 | −0.5934 | 0.0119 |
| 20 | 1.3564 | −0.4489 | 0.0050 |

"Before" and "after" refer to adding the leading correction, and both errors are relative to the isolated energy. For $\sigma=1$ Å, the correction at 10 Å removes all but about 5% of the error. The remainder grows as $\sigma^2$: for $\sigma=2$ Å it is 0.16 eV, about a fifth of the uncorrected error. Doubling the side reduces what is left by a factor of eight, as $L^{-3}$ requires. These remainders belong to this Gaussian model with one $\varepsilon$ at all wavelengths. A defect with another charge distribution will in general have another $L^{-3}$ coefficient. In a real oxide the screening also weakens at short wavelength. If $1/\varepsilon(G)\approx1/\varepsilon+bG^2$, then $\sigma^2/\varepsilon$ in the $L^{-3}$ term is replaced by $\sigma^2/\varepsilon-b$, which can change both the size and the sign of the remainder. The numerical output below gives the individual values.

**When 0.91 eV is the wrong correction**

*The dielectric constant must match the calculation.* If the ions relax around the charged defect, $\varepsilon$ includes electronic and ionic polarization. If the charge is changed with the ions held at their neutral-defect positions, only electrons respond. With an electronic constant of 4, say, the correction would be $0.908\times9/4=2.04$ eV.

*The charge must be localized.* In the opposite limit, a charge spread uniformly over the cell has $\rho_{\mathbf G}=0$ for every $\mathbf G\neq0$. It cancels the background and has no periodic electrostatic energy at all. Expanding $w$ about the origin then makes no sense. Check that the missing or added electrons really belong to the defect and have not gone into an extended band state.

*The medium must look uniform and isotropic.* An amorphous solid is isotropic on average, but one 10 Å cell is a single small sample and need not be. The value of $\alpha$ used here also belongs to a simple cubic lattice of defects. In other cell shapes it differs, and in a strongly elongated cell, such as one four times longer than it is wide, even the sign of the correction reverses.

*Other finite-cell errors remain.* The formula does not align the potential of the defect cell with that of the host, and it does not treat elastic interaction between images or band filling. These have to be assessed separately.

## Table of computed values

```
e^2 = 14.3996 eV angstrom
charge number = 2, cell side = 10.0 angstrom, eps = 9.0
Ewald alpha at kappa 1.5000 = 2.83729748 (dimensionless)
Ewald alpha at kappa 1.7725 = 2.83729748 (dimensionless)
Ewald alpha at kappa 2.5000 = 2.83729748 (dimensionless)
alpha from neutral cubes = 2.837297 (dimensionless)
  own background cube, integral of 1/r = 2.380077 (unit side)
  sum over other neutral cubes = 0.066379 (unit side)
  average potential subtracted = 0.523599 (unit side)
e^2/L = 1.43996 eV
q^2 e^2/(eps L) = 0.63998 eV
remainder potential energy of unit charge = -0.9079 eV
leading image correction = 0.9079 eV
leading image correction = 1.4546 x 1e-19 J
same without the factor one half = 1.8158 eV
correction for charge one = 0.2270 eV
correction for charge two, eps = 4 = 2.0428 eV
shift of the (2+/0) level = -0.4540 eV
cell side for a leading error of 0.1 eV = 90.8 angstrom
Gaussian model: sigma = 1.0 angstrom
isolated energy in vacuum = 16.24826 eV
isolated energy in the medium = 1.80536 eV
L = 10 angstrom: periodic energy = 0.93766 eV
  error before correction = -0.86770 eV
  leading correction = 0.90791 eV
  error after correction = 0.04021 eV
  predicted L^-3 remainder = 0.04021 eV
L = 15 angstrom: periodic energy = 1.21200 eV
  error before correction = -0.59336 eV
  leading correction = 0.60528 eV
  error after correction = 0.01191 eV
  predicted L^-3 remainder = 0.01191 eV
L = 20 angstrom: periodic energy = 1.35643 eV
  error before correction = -0.44893 eV
  leading correction = 0.45396 eV
  error after correction = 0.00503 eV
  predicted L^-3 remainder = 0.00503 eV
```
